# The BET Water Isotherm and Its Divergence at Saturation Pressure, part 1

(Sections cited here and not found follow in the second part.)

## I. From independent stacks to the divergence

**Q.** You want to describe water on an oxide surface by letting molecules pile up in columns that ignore one another. Before any sum is done, I want to know what is being counted and what has been assumed.

**A.** The surface has \(M\) equivalent sites. Site \(s\) carries a vertical stack of \(n_s=0,1,2,\ldots\) water molecules, and no height is forbidden. The surface is in equilibrium with water vapour at temperature \(T\) and pressure \(p\). There are three assumptions about energies.

1. The first molecule on a site has partition function \(q_1\), the same for every site.
2. Every higher molecule has partition function \(q_L\), whatever its height.
3. Neither quantity depends on how tall the neighbouring stacks are.

Each partition function is a sum of \(e^{-E/kT}\) over the states of one molecule in its place, including its internal states. All energies are measured from one common zero, a molecule at rest in the vapour in its internal ground state. A bound molecule has negative energy, so strong binding makes \(q_1\) or \(q_L\) large.

The third assumption is the severe one. It gives a molecule on top of a tall, isolated column the same binding as one in a complete layer. I accept it here as the definition of the model; its cost has to be estimated separately.

**Q.** Water molecules are identical. Where is the factorial that identical particles require?

**A.** It cancels. Suppose there are \(N\) adsorbed molecules in a given arrangement of stacks. The occupied places are distinguishable, because each is labelled by its site and its level. The \(N\) molecules can be assigned to these places in \(N!\) ways, and identity of the molecules requires division by \(N!\). One term per arrangement remains.

A stack with \(n\ge1\) molecules therefore has the canonical partition function \(q_1q_L^{\,n-1}\). Since the surface exchanges molecules with the vapour, each molecule also contributes a factor \(\lambda=e^{\mu/kT}\), where \(\mu\) is the chemical potential. The statistical weight of a stack is

\[
w_0=1,\qquad w_n=q_1q_L^{\,n-1}\lambda^n\quad(n\ge1).
\]

Define two dimensionless quantities,

\[
x=\lambda q_L,\qquad c=\frac{q_1}{q_L}.
\]

Then \(q_1=cq_L\), and

\[
w_n=c\,q_L\,q_L^{\,n-1}\lambda^n=c\,(\lambda q_L)^n=c\,x^n .
\]

The factor \(c\) appears once however tall the stack is, because each stack has one first molecule.

**Q.** That is one stack. I need the surface.

**A.** The weight of a whole arrangement is the product of the stack weights, because no energy connects different sites. The heights are summed independently, so the grand partition function is

\[
\Xi=\sum_{n_1}\sum_{n_2}\cdots\sum_{n_M}w_{n_1}w_{n_2}\cdots w_{n_M}
=\Big(\sum_{n=0}^{\infty}w_n\Big)^M=\xi^M .
\]

The sum for one site is geometric:

\[
\xi=1+c\,(x+x^2+x^3+\cdots)=1+\frac{cx}{1-x}
=\frac{1-x+cx}{1-x}.
\]

It converges for \(0\le x<1\). At \(x=1\) every term with \(n\ge1\) equals \(c\), and for \(x>1\) the terms grow, so in both cases the sum is infinite. I shall use the abbreviation

\[
D=1-x+cx=1+(c-1)x .
\]

**Q.** So far \(x\) is only a name for \(\lambda q_L\). A pressure gauge does not read \(\lambda q_L\).

**A.** The vapour supplies the connection. Treat it as an ideal gas of \(N_g\) molecules in volume \(V\), with internal partition function \(q_{\rm int}\) and thermal wavelength \(\Lambda=h_P/\sqrt{2\pi mkT}\), where \(h_P\) is Planck's constant and \(m\) the molecular mass. Its canonical partition function is

\[
Z=\frac{1}{N_g!}\left(\frac{Vq_{\rm int}}{\Lambda^3}\right)^{N_g}.
\]

For large \(N_g\), \(\ln N_g!\simeq N_g\ln N_g-N_g\), whose derivative is \(\ln N_g\). Hence

\[
\mu=-kT\frac{\partial\ln Z}{\partial N_g}
=-kT\ln\frac{Vq_{\rm int}}{N_g\Lambda^3}.
\]

With \(V/N_g=kT/p\) this becomes

\[
\lambda=e^{\mu/kT}=\frac{p\Lambda^3}{kT\,q_{\rm int}} .
\]

At fixed temperature \(\lambda\) is proportional to pressure, and therefore so is \(x\).

**Q.** Proportional, yes. But you will want to write \(x=p/p_0\), with \(p_0\) the saturation pressure of bulk water. Nothing you have said mentions bulk water.

**A.** That is correct, and a further assumption is needed. At \(p_0\) the vapour coexists with bulk liquid, whose chemical potential I call \(\mu_{\rm liq}\). So \(\lambda=e^{\mu_{\rm liq}/kT}\) at \(p=p_0\), and by proportionality

\[
\lambda=\frac{p}{p_0}\,e^{\mu_{\rm liq}/kT},\qquad
x=\lambda q_L=g\,\frac{p}{p_0},\qquad g=q_L\,e^{\mu_{\rm liq}/kT}.
\]

The identification \(x=p/p_0\) requires \(g=1\), which means

\[
\mu_{\rm liq}=-kT\ln q_L .
\]

In words, a molecule above the first layer must have the same free energy as a molecule of the liquid. This is the fourth assumption. A distinct first-layer binding constant does not imply it. From here on I take \(g=1\) unless I say otherwise.

**Q.** Then give me the amount adsorbed, with no algebra hidden.

**A.** The probability of height \(n\) is \(w_n/\xi\). Differentiation at fixed \(c\) gives \(x\,dw_n/dx=nw_n\), which also holds for \(n=0\). The mean height is therefore

\[
\langle n\rangle=\frac{1}{\xi}\sum_n nw_n=\frac{x}{\xi}\frac{d\xi}{dx}
=x\frac{d\ln\xi}{dx}.
\]

From \(\xi=D/(1-x)\), \(\ln\xi=\ln D-\ln(1-x)\). Since \(dD/dx=c-1\),

\[
\langle n\rangle=\frac{(c-1)x}{D}+\frac{x}{1-x}.
\]

In the first term \((c-1)x=D-1\), so it equals \(1-1/D\). In the second \(x=1-(1-x)\), so it equals \(1/(1-x)-1\). The two units cancel:

\[
\langle n\rangle=\frac{1}{1-x}-\frac{1}{1+(c-1)x}.
\]

Over a common denominator the numerator is \(D-(1-x)=cx\), which gives the usual form of the BET isotherm,

\[
\langle n\rangle=\frac{cx}{(1-x)(1-x+cx)},\qquad x=\frac{p}{p_0}<1 .
\]

As a test, the stack weights were summed directly up to height 6000 for \(c=0.5\), \(3\) and \(47.85\), each at \(x=0.03\), \(0.5\), \(0.9\) and \(0.99\). The means agreed with this formula to one part in \(10^9\).

**Q.** The factor \(1/(1-x)\) blows up at saturation. Could a weakly binding surface, with small \(c\), escape that?

**A.** No, provided \(c\) is positive and fixed. Put \(\epsilon=1-x\). Then

\[
D=1+(c-1)(1-\epsilon)=c-(c-1)\epsilon ,
\]

and expansion of its inverse for small \(\epsilon\) gives

\[
\frac1D=\frac1c\left[1-\frac{(c-1)\epsilon}{c}\right]^{-1}
=\frac1c+\frac{(c-1)\epsilon}{c^2}+O(\epsilon^2).
\]

Hence

\[
\langle n\rangle=\frac{1}{1-x}-\frac1c-\frac{(c-1)(1-x)}{c^2}+O\big((1-x)^2\big).
\]

The leading term does not contain \(c\). The expansion needs \(|c-1|(1-x)\ll c\). For a weakly binding surface with \(c\ll1\) this means \(1-x\ll c\), so the divergence sets in later, but it does set in.

**Q.** I can follow the expansion and still not see why the first layer drops out.

**A.** Separate two questions: whether a stack has started, and how tall it is once started. The bare fraction is

\[
\theta_0=\frac{w_0}{\xi}=\frac{1-x}{D},
\]

so the started fraction is \(1-\theta_0=cx/D\). Among started stacks the constant \(c\) cancels from the height distribution:

\[
P(n\,|\,n\ge1)=\frac{cx^n}{cx/(1-x)}=(1-x)x^{n-1}.
\]

The mean of this distribution is \((1-x)\sum_{n\ge1}nx^{n-1}=(1-x)/(1-x)^2=1/(1-x)\). Therefore

\[
\langle n\rangle=\frac{cx}{D}\cdot\frac{1}{1-x}.
\]

The surface decides how many stacks start. The liquid-like binding decides how tall they grow. The correction \(-1/c\) is also visible here: near saturation the bare fraction is about \((1-x)/c\), and each bare site lacks a stack of mean height \(1/(1-x)\).

**Q.** And physically, what happens at \(x=1\)?

**A.** Adding a molecule to a started stack multiplies its weight by \(x\). Below saturation this is a penalty, so tall stacks are exponentially rare. At saturation the penalty is gone: a stack of a thousand molecules is as probable as a stack of one. With no upper limit on height the mean is infinite.

The absence of an upper limit is essential. If stacks may not exceed \(N\) molecules, the weights at \(x=1\) are one for the bare site and \(c\) for each of the \(N\) other heights, so

\[
\langle n\rangle_{x=1}=\frac{c(1+2+\cdots+N)}{1+cN}=\frac{cN(N+1)}{2(1+cN)} .
\]

This is finite. For \(cN\gg1\) it is close to \((N+1)/2\), half the permitted height, as expected when all heights from 1 to \(N\) are equally likely.

**Q.** If a thousand is as likely as one, your film must be extremely rough.

**A.** It is. Differentiating the mean once more gives the variance:

\[
x\frac{d\langle n\rangle}{dx}
=\frac{\sum n^2w_n}{\xi}-\left(\frac{\sum nw_n}{\xi}\right)^2
=\langle n^2\rangle-\langle n\rangle^2 .
\]

The second term comes from differentiating \(1/\xi\). Applied to the partial fractions, with \(d(1-x)^{-1}/dx=(1-x)^{-2}\) and \(d(-D^{-1})/dx=(c-1)D^{-2}\), this yields

\[
\mathrm{var}(n)=\frac{x}{(1-x)^2}+\frac{(c-1)x}{[1+(c-1)x]^2}.
\]

Near saturation the first term dominates, and its square root is \(\sqrt{x}/(1-x)\simeq1/(1-x)-1/2\). To leading order the spread equals the mean. The model does not describe a smooth film that becomes thick; it describes columns of widely different heights. A liquid surface would resist this through its surface tension, which the third assumption has removed.

**Q.** Suppose the fourth assumption fails slightly, and the upper molecules are bound less strongly than in the liquid. Does the divergence stay at \(p_0\)?

**A.** It moves. Let their binding be weaker by an energy \(\delta\), with all other factors unchanged. Then \(g=e^{-\delta/kT}\) and \(x=g\,p/p_0\). The sum still diverges at \(x=1\), but that now means

\[
p_{\rm div}=\frac{p_0}{g}=p_0\,e^{\delta/kT}.
\]

For \(\delta>0\) the coverage is finite at saturation, and the divergence lies in supersaturated vapour, where bulk liquid is already the more stable phase. For \(\delta<0\) the stacks diverge below \(p_0\), as if they were a condensed phase more stable than the liquid. Saturation is the point of divergence because the upper layers have been given the free energy of the liquid.

**Q.** What does the formula mean above the divergence? It still returns a number.

**A.** It returns a number with no statistical meaning. For \(x>1\) and \(c\ge1\), \(D\) is positive and \(1-x\) is negative, so the formula gives a negative coverage. The geometric sum that produced it does not converge there. In this model no equilibrium stack exists for \(x\ge1\).

**Q.** I have seen this isotherm obtained from rates of arrival and departure. Is that a different theory?

**A.** It is the same distribution reached by another route. Let molecules arrive on top of any stack, or on a bare site, at rate \(r_a\). Let a first molecule with nothing above it leave at rate \(r_1\), and a top molecule at a higher level leave at rate \(r_L\). In a steady state the probability \(P_0\) of a bare site is constant, so traffic between heights 0 and 1 balances. Then \(P_1\) is constant only if traffic between 1 and 2 balances as well, and so on upward:

\[
r_aP_0=r_1P_1,\qquad r_aP_n=r_LP_{n+1}\quad(n\ge1).
\]

Solving upward from the bare site,

\[
P_n=\frac{r_a}{r_1}\left(\frac{r_a}{r_L}\right)^{n-1}P_0
=\frac{r_L}{r_1}\left(\frac{r_a}{r_L}\right)^{n}P_0 .
\]

This is \(cx^nP_0\) with \(x=r_a/r_L\) and \(c=r_L/r_1\). Saturation is the pressure at which molecules arrive on a stack as fast as they leave it. In a test with \(r_a=0.6\), \(r_1=0.05\) and \(r_L=1\) in common units, the rate equations for heights 0 to 80 were solved numerically; the mean height agreed with the BET formula to one part in \(10^8\).

## II. Water on silica, and where the model fails

**Q.** Before we apply this, state what you are carrying over.

**A.** The pressure ratio is \(x=p/p_0\), valid for ideal vapour and for upper layers with the free energy of bulk liquid. The constant \(c=q_1/q_L\) compares the partition functions of a first-layer and an upper-layer molecule. A stack of \(n\ge1\) molecules has weight \(cx^n\), and a bare site has weight 1. With \(D=1+(c-1)x\), the mean height and bare fraction are

\[
\langle n\rangle=\frac{1}{1-x}-\frac1D=\frac{cx}{(1-x)D},\qquad
\theta_0=\frac{1-x}{D}.
\]

Near saturation \(\langle n\rangle\simeq1/(1-x)-1/c\), and the standard deviation equals the mean to leading order.

**Q.** Give me a real surface.

**A.** Take hydroxylated SiO2 exposed to water vapour, as in the water dose of an atomic layer deposition (ALD) cycle near room temperature. The hydroxyl groups belong to the surface, and only molecular water is counted. The inputs are rough typical values: \(T=300\) K, \(p_0=27\) Torr, \(\sigma=5\) sites per nm\(^2\), and \(v=0.030\) nm\(^3\) per molecule. One molecule per site then corresponds to a liquid layer of height

\[
h=\sigma v=5\times0.030=0.150\ \text{nm}.
\]

This is about half a molecular diameter, \(v^{1/3}=0.31\) nm, because the sites are sparser than molecules in a dense layer. A layer of the model is therefore not a dense molecular layer.

The first molecule is taken to be bound by \(\Delta=0.10\) eV more than an upper one, with equal vibrational factors. Those factors cancel in \(q_1/q_L\), and

\[
c=e^{\Delta/kT}=\exp\!\left(\frac{0.10}{0.02585}\right)=47.85 .
\]

I keep these digits so that the arithmetic can be followed. The input does not justify them: a change of 0.01 eV in \(\Delta\) changes \(c\) by a factor \(e^{0.01/0.02585}\simeq1.5\).

**Q.** Do one pressure by hand.

**A.** At 13.5 Torr, \(x=13.5/27=0.5\), so

\[
D=1+46.85\times0.5=24.43,\qquad
\langle n\rangle=\frac{1}{0.5}-\frac{1}{24.43}=1.96 .
\]

The bare fraction is \(0.5/24.43=0.020\). The areal density is \(5\times1.96=9.8\) molecules per nm\(^2\), and the equivalent thickness is \(0.150\times1.96=0.29\) nm. The same steps at other pressures give:

| \(p\) (Torr) | \(x\) | mean | standard deviation | thickness (nm) |
|---:|---:|---:|---:|---:|
| 1.00 | 0.037 | 0.67 | 0.52 | 0.10 |
| 13.50 | 0.500 | 1.96 | 1.43 | 0.29 |
| 24.30 | 0.900 | 9.98 | 9.49 | 1.50 |
| 26.73 | 0.990 | 99.98 | 99.50 | 15.00 |

In the last row the asymptotic form gives \(100-1/47.85=99.979\), which agrees with the full formula to the digits shown. If stacks were capped at 20 molecules, the mean at saturation itself would be \(47.85\times20\times21/[2(1+47.85\times20)]=10.49\).

**Q.** At what pressure is the first layer complete?

Independent stacks with liquid-like upper layers lead to the BET isotherm, which diverges at saturation and gives definite coverages for the silica example. It remains to say when the first layer is complete, how \(c\) and the site density are extracted from data, and how far the neglected effects, above all the attraction between neighbouring molecules, change the results.

Numerical values quoted here were computed with a short program.
